# Peak field of a lightly doped drain: what makes a plateau

## Problem

An n-channel silicon transistor is in saturation, with 5 V on the drain and 2 V at the saturation point, where the electrons reach their limiting velocity. The remaining $V=3\ \mathrm{V}$ falls between that point and the heavily doped n+ drain. In this stretch the lateral field rises towards the drain as an exponential with decay length $l=100\ \mathrm{nm}$ and ends abruptly at the n+ region.

A second transistor has a lightly doped region of length $L=100\ \mathrm{nm}$ between the channel and the n+ drain, under the same gate. The region is meant to hold the field constant at its peak value. The drop $V$ and the length $l$ are the same in both devices.

(a) What is the peak field in each device?

(b) What fixed charge must the added region contain for its field to be constant?

(c) Could another doping of the region give a lower peak?

## A tempting solution

Let $x$ run towards the drain, with the channel ending at $x=0$, and let $E$ be the magnitude of the lateral field. Without the added region, $E=E_m e^{x/l}$ for $x<0$, and

$$V=\int_{-\infty}^{0}E_m e^{x/l}\,dx=E_m l,\qquad E_m=\frac{3\ \mathrm{V}}{100\ \mathrm{nm}}=300\ \mathrm{kV/cm}.$$

For the second device, Gauss's law says that the slope of the field is proportional to the charge density. A constant field therefore needs zero charge, so the region should have as little doping as possible. Light doping provides this. The plateau adds a drop $E_mL$, so that $V=E_m(l+L)$ and $E_m=150\ \mathrm{kV/cm}$. As for (c), nothing has less charge than an undoped region, so this is the best choice.

## Where it fails

Both field values are right for the devices described in the problem. The answer to (b) is wrong. If the channel is itself so lightly doped that its acceptors can be neglected, a transistor built according to this answer would have a peak field of 300 kV/cm, with no reduction at all.

The faulty step is the use of Gauss's law in one dimension. Field lines also leave the silicon vertically, through the oxide to the gate. The channel itself shows that this matters: its charge per unit area does not change beyond the saturation point, yet its lateral field grows exponentially. The vertical flux must be put into the balance.

## The field equation under the gate

Let $u(x)$ be the potential measured from its value at the saturation point, so that $E=du/dx$. The lateral field component along $+x$ is $-du/dx$, since the potential rises towards the drain.

Take a box of length $dx$ and unit width that reaches from the oxide down to the junction depth $x_j$. Assume that the lateral field is uniform over this depth and that no flux leaves through the bottom. Let $\phi$ be the silicon potential, $\phi_G$ the effective gate potential and $Q$ the signed charge per unit area in the box. The outward flux through the two ends is $-\varepsilon_s x_j u''\,dx$, and the flux upward into the oxide is $\varepsilon_{ox}(\phi-\phi_G)\,dx/t_{ox}$. Hence

$$-\varepsilon_s x_j u''+\frac{\varepsilon_{ox}}{t_{ox}}(\phi-\phi_G)=Q .$$

At the saturation point the lateral term is negligible and $\phi=\phi_{sat}$, which gives $Q=\varepsilon_{ox}(\phi_{sat}-\phi_G)/t_{ox}$. Further on, the same current flows at the same limiting velocity, so the mobile charge per unit area is unchanged. The fixed charge is unchanged too, as long as the doping is. Inserting this $Q$ and writing $u=\phi-\phi_{sat}$ leaves

$$u''=\frac{u}{l^2},\qquad l^2=\frac{\varepsilon_s}{\varepsilon_{ox}}\,t_{ox}x_j .$$

The solution that vanishes far from the drain is $u\propto e^{x/l}$, with

$$E=\frac{u}{l}.$$

With relative permittivities 11.7 and 3.9 and $x_j=200\ \mathrm{nm}$, a decay length of 100 nm corresponds to $t_{ox}=(100\ \mathrm{nm})^2/(3\times200\ \mathrm{nm})=16.7\ \mathrm{nm}$.

Now let the added region contain an extra density $N$ of positive fixed charge, relative to the channel. Removing acceptors counts towards $N$ just as adding donors does. The box charge becomes $Q+qNx_j$, and the same subtraction gives

$$u''=\frac{u}{l^2}-\frac{qN}{\varepsilon_s}.$$

## Right solution

**(b) The charge.** A constant field means $u''=0$, which requires $qN/\varepsilon_s=u/l^2$. The extra charge must supply the growing vertical flux to the gate. At the end of the channel $u(0)=E_ml$, and in the plateau $u=E_m(l+x)$. Therefore

$$N(x)=\frac{\varepsilon_s E_m}{q\,l^2}\,(l+x),\qquad 0<x<L .$$

**(a) The peak fields.** The conventional device has $V=u(0)=E_ml$, as before. With the plateau,

$$V=u(L)=E_m(l+L),\qquad E_m=\frac{3\ \mathrm{V}}{200\ \mathrm{nm}}=150\ \mathrm{kV/cm}.$$

The peak falls by the factor $1+L/l=2$. The exponential part and the plateau carry 1.5 V each. The density needed rises from $\varepsilon_s(1.5\ \mathrm{V})/(ql^2)=9.7\times10^{16}\ \mathrm{cm^{-3}}$ at the start of the plateau to twice that, $1.9\times10^{17}\ \mathrm{cm^{-3}}$, at the n+ drain.

If instead $N=0$, the equation in the added region is the same as in the channel. An undoped region comes close to this case when the acceptor density of the channel is far below $10^{17}\ \mathrm{cm^{-3}}$. In a more heavily doped channel, leaving out the acceptors already supplies part of the charge needed: with $10^{17}$ acceptors per $\mathrm{cm^3}$ in the channel, an undoped region brings the peak down to about 200 kV/cm. For $N=0$ the exponential continues to $x=L$, where $E=u/l=V/l=300\ \mathrm{kV/cm}$. An extension with $N=0$ merely moves the high-field region along with the drain. A finite-difference solution of the field equation gives the same three peaks: 300 kV/cm without the region, 150 kV/cm with the graded charge and 300 kV/cm with no extra charge in the region.

**(c) The lower bound.** Whatever the doping for $x>0$, the channel still obeys $u(0)=E(0)\,l$. If $E_{peak}$ is the largest field anywhere, then

$$V=E(0)\,l+\int_0^L E\,dx\le E_{peak}(l+L).$$

So $E_{peak}\ge V/(l+L)=150\ \mathrm{kV/cm}$. Equality requires $E=E_{peak}$ throughout the region, which is the plateau. Within this model no other doping does as well.

## Uniform doping

A graded profile is a demanding requirement, so it is useful to know what a constant $N$ achieves. Define $u_N=qNl^2/\varepsilon_s$. The solution that joins the channel with $u(0)=E_0l$ and $u'(0)=E_0$ is

$$u=u_N+E_0l\,e^{x/l}-u_N\cosh\frac{x}{l},\qquad E=E_0e^{x/l}-\frac{u_N}{l}\sinh\frac{x}{l}.$$

For constant $N$, differentiating the field equation gives $E''=E/l^2$. A positive field is thus curved upward and has its maximum at one end of the region. Put $L=l$ and impose $u(L)=V$:

$$E_0l=\frac{V+u_N(\cosh1-1)}{e}.$$

The field at the drain follows by inserting this into the expression for $E(L)$. Since $\cosh1-\sinh1=e^{-1}$,

$$E(L)\,l=V+u_N(\cosh1-1)-u_N\sinh1=V-u_N(1-e^{-1}).$$

More doping raises the field at the channel end and lowers it at the drain end. The peak is therefore smallest when the two are equal:

$$u_N=\frac{V(1-e^{-1})}{(1-e^{-1})+(\cosh1-1)/e}=\frac{0.632\times3\ \mathrm{V}}{0.632+0.200}=2.28\ \mathrm{V}.$$

This corresponds to $N=1.5\times10^{17}\ \mathrm{cm^{-3}}$ and a peak of 156 kV/cm, 4% above the bound. A uniform charge of the right amount therefore does nearly as well here as the graded one.

The charge also suits one voltage only. Let the graded region be designed for 3 V and let the drop then increase by $\delta V$. The equation is linear, so the added potential obeys $\delta u''=\delta u/l^2$ right up to the drain, and the field there rises by $\delta V/l$. Above the design voltage, each further volt adds 100 kV/cm to the peak, just as it does in the conventional device.

## What "exponential region of 100 nm" means

The length $l$ is a decay length, and the whole tail has been counted. If the exponential were cut off after 100 nm, its drop would be $E_ml(1-e^{-1})$. The peaks would be 475 and 184 kV/cm, a ratio of 2.6 instead of 2. That field would start at a finite value where $u=0$, and it would not solve $u''=u/l^2$.

A finite starting field can be treated properly. Multiplying $u''=u/l^2$ by $2u'$ and integrating from the saturation point, where $u=0$ and $E=E_s$, gives

$$E^2=E_s^2+\frac{u^2}{l^2}.$$

The conventional peak becomes $\sqrt{E_s^2+V^2/l^2}$. With the plateau, the channel part drops $l\sqrt{E_m^2-E_s^2}$, so that

$$l\sqrt{E_m^2-E_s^2}+E_mL=V .$$

For a rough value $E_s=40\ \mathrm{kV/cm}$ the peaks are 303 and 153 kV/cm, and the ratio is 1.98. The solution $E=E_s\cosh(s/l)$, with $s$ the distance from the saturation point, also gives the actual extent of the high-field channel: 271 nm in the conventional device and 201 nm ahead of the plateau.

## What the lower field does to the electrons

Impact ionization depends steeply on the field. Take the local rate per unit path $\alpha=A\,e^{-B/E}$, with rough values $A=7\times10^5\ \mathrm{cm^{-1}}$ and $B=1.2\times10^6\ \mathrm{V/cm}$. In the exponential part substitute $t=(B/E_m)e^{-x/l}$, for which $dx=-l\,dt/t$:

$$\int_{-\infty}^{0}\alpha\,dx=Al\int_{B/E_m}^{\infty}\frac{e^{-t}}{t}\,dt=Al\,E_1\!\left(\frac{B}{E_m}\right),$$

where $E_1$ is the exponential integral. The plateau adds $AL\,e^{-B/E_m}$. The expected number of ionizations per electron is 0.026 in the conventional device and 0.0026 with the plateau. Both are far below one, so this estimate gives no avalanche breakdown along the channel. In this local estimate, halving the field lowers the ionization tenfold. The factor depends steeply on $B$: with $B=1.7\times10^6\ \mathrm{V/cm}$ it would be about 40.

The local rate assumes that electrons adjust at once to the field. In fact they need a distance $\lambda$ to gain the corresponding energy. A simple description uses a heating field $F$, the uniform field that would produce the same mean energy, with

$$\lambda\frac{dF}{dx}=E-F .$$

In the channel, $F=c\,e^{x/l}$ requires $\lambda c/l=E_m-c$, so $c=E_ml/(l+\lambda)$. This is the value at the conventional drain. In the plateau $F$ relaxes towards $E_m$ from that starting value:

$$F(L)=E_m\left[1-\frac{\lambda}{l+\lambda}\,e^{-L/\lambda}\right].$$

With a rough $\lambda=65\ \mathrm{nm}$, the heating field at the n+ drain is 182 kV/cm without the plateau and 137 kV/cm with it. It falls by a factor of 1.3, not 2. The narrow conventional peak is too short to heat the electrons fully, whereas the plateau gives them more room to catch up. The rate $\alpha$ evaluated at these heating fields falls by a factor of 8.5. Evaluated at the peak fields themselves it would fall by $e^{8-4}\approx55$. These factors compare rates at the drain only. The ionization obtained by summing $\alpha(F)$ along the path up to the n+ drain falls by a factor of only about 3, because the plateau keeps the electrons hot over a longer distance. Counting also the stretch inside the drain where $F$ decays, the factor is about 4; with $B=1.7\times10^6\ \mathrm{V/cm}$ the sum up to the drain falls by about 6.

Band-to-band tunnelling driven by the lateral field can be estimated from a triangular barrier of height $E_g$:

$$\frac{2}{\hbar}\int_0^{E_g/qE}\!\sqrt{2m(E_g-qEx)}\,dx=\frac{4\sqrt{2m}\,E_g^{3/2}}{3\hbar qE}.$$

For $E_g=1.12\ \mathrm{eV}$, a rough mass of 0.2 electron masses and 300 kV/cm, the exponent is about 121. A two-band barrier shape with the same mass would lower the exponent to about 70. Either way this leakage is negligible at this field. The estimate does not cover tunnelling driven by the vertical field under the gate.

## The model beside a real transistor

An oxide of about 17 nm, a junction depth of 200 nm and a 5 V supply belong roughly to the one-micrometre generation of silicon transistors. With this oxide, an n+ gate and uniform doping, a threshold near 0.7 V needs about $10^{17}$ acceptors per $\mathrm{cm^3}$. Such a channel is not the lightly doped one for which an undoped region gives no reduction. Its depletion charge also grows towards the drain by roughly a fifth of the added oxide charge, which the box balance leaves out. One doubtful assumption for these dimensions is that the lateral field is uniform over the junction depth. To size the error, let $y$ be the depth below the oxide and consider a potential disturbance $e^{kx}\cos k(x_j-y)$. It satisfies Laplace's equation and has no vertical field at $y=x_j$. Matching the flux into the oxide gives

$$\varepsilon_s k\sin kx_j=\frac{\varepsilon_{ox}}{t_{ox}}\cos kx_j\quad\Rightarrow\quad kx_j\tan kx_j=\frac{x_j^2}{l^2}.$$

For $x_j\ll l$ this returns $1/k=l$. Here the right-hand side is 4, and the slowest mode has $1/k=158\ \mathrm{nm}$. Used in place of $l$, it would give fields of 190 and 116 kV/cm and a ratio of 1.6. These figures describe the slowest mode alone and are not the true peaks. Close to an abrupt drain, the faster-decaying modes raise the field at the oxide and lower it at the bottom of the slab. For an ideally abrupt drain at a single potential, the surface field in this slab model even grows without limit at the corner; in a real transistor the gradual edge of the drain doping keeps it finite. The one-dimensional model cannot describe this surface peak, and the ionization and tunnelling estimates above leave it out. In the slab model, with the graded charge spread evenly over the depth, the surface field within 20 nm of the drain falls only by a factor of 1.1 to 1.25. The field in the region is then not constant either: near the drain it reverses at the bottom of the slab. The value $l=100\ \mathrm{nm}$ is thus best regarded as a given effective length, and the halving as a result for $L=l$ and a field that is uniform over the depth.

Real lightly doped regions may also extend beyond the gate edge. Where the vertical flux becomes negligible, the one-dimensional law used in the tempting solution does apply. Even there, a constant field requires zero net charge, so the donors must balance the electrons carrying the current. An undoped region comes close to this only when the current is so small that the charge of these electrons hardly changes the field over the length $L$. The numerical output below lists the main values for the example.

## Calculated quantities

```
Drain voltage: 5.0 V
Voltage at saturation point: 2.0 V
Drop V beyond saturation point: 3.0 V
Decay length l: 100.0 nm
Plateau length L: 100.0 nm
Junction depth: 200.0 nm
Relative permittivity, silicon: 11.7
Relative permittivity, oxide: 3.9
Oxide thickness from l: 16.7 nm
Peak field, conventional, V/l: 300.0 kV/cm
Peak field, plateau, V/(l+L): 150.0 kV/cm
Ratio of peak fields: 2.000
Drop in exponential part, with plateau: 1.50 V
Drop in plateau: 1.50 V
Poisson peak, conventional: 300.00 kV/cm
Poisson peak, graded plateau: 150.00 kV/cm
Poisson peak, no extra donors: 300.00 kV/cm
Extra density at plateau start: 9.70e+16 cm^-3
Extra density at plateau end: 1.94e+17 cm^-3
Best uniform extra density: 1.47e+17 cm^-3
Peak at best uniform density: 155.9 kV/cm
Lowest peak of 40 random profiles: 157.4 kV/cm
Saturation field (rough): 40.0 kV/cm
Peak with it, conventional: 302.7 kV/cm
Peak with it, plateau: 152.7 kV/cm
Ratio with saturation field: 1.982
High-field channel length, conventional: 271.2 nm
High-field channel length, before plateau: 201.5 nm
Ionization A (rough): 7.0e+05 1/cm
Ionization B (rough): 1.2e+06 V/cm
Local ionizations per electron, conventional: 0.02646
Local ionizations per electron, plateau: 0.00261
Ratio of local ionizations: 10.1
Energy relaxation length (rough): 65.0 nm
Heating field at drain, conventional: 181.8 kV/cm
Heating field at drain, plateau: 137.3 kV/cm
Ratio of heating fields: 1.32
Ratio of alpha at the heating fields: 8.5
Slab-mode decay length: 158.2 nm
Peak with slab length, conventional: 189.7 kV/cm
Peak with slab length, plateau: 116.2 kV/cm
Ratio with slab length: 1.63
Band gap (rough): 1.12 eV
Tunnelling mass (rough): 0.2 electron masses
Tunnelling exponent at conventional peak: 120.7
Cut-off tail: peak, conventional: 474.6 kV/cm
Cut-off tail: peak, plateau: 183.8 kV/cm
Cut-off tail: ratio: 2.58
```
